Averaged and spin-orbit pseudopotentials with separable spin-angle projectors

## 1. The average potential and its spin-orbit partner

A valence p electron of a heavy atom spends part of its time close to the nucleus, where relativistic effects are strong. The Dirac equation then gives two p levels, p1/2 and p3/2, with different energies and different radial functions. A pseudopotential that replaces the core must reproduce both, so it comes as a pair: one radial potential for j = l + 1/2 and another for j = l - 1/2. A calculation for a solid that starts without spin-orbit coupling needs one potential for each l instead, together with an operator that restores the coupling when it is wanted. The question is how the pair determines these two objects, and what is lost if the second is dropped.

**Why the potential depends on j**

Atomic units are used in the algebra: ħ, the electron mass and the elementary charge are 1, and c is the speed of light. The energy ε excludes the rest energy. Let V(r) be a spherical potential, σ the vector of Pauli matrices, p = -i∇, and φ and η the upper and lower two-component parts of the Dirac spinor. The Dirac equation is the pair

c σ·p η + V φ = ε φ,
c σ·p φ + (V - 2c²) η = ε η. (1)

The second line gives η = c σ·p φ/(2c² + ε - V). Inserting this in the first line gives

σ·p f σ·p φ = (ε - V) φ, f(r) = c²/(2c² + ε - V(r)). (2)

No approximation has been made, but the operator on the left depends on ε through f. To see how spin enters, move f to the left of the first p. Since p acts on everything to its right, p f = f p - i∇f, and

σ·p f σ·p = f (σ·p)² - i (σ·∇f)(σ·p). (3)

The Pauli matrices obey (σ·A)(σ·B) = A·B + iσ·(A×B), where the order of A and B is kept. With A = B = p the cross product vanishes, because the components of p commute, so (σ·p)² = p². With A = ∇f and B = p,

-i (σ·∇f)(σ·p) = -i ∇f·p + σ·(∇f×p). (4)

The terms f p² - i∇f·p combine into p·f p. Because f is spherical, ∇f = (f'/r) r, where the last r is the position vector, and ∇f×p = (f'/r) L with L = r×p. Hence

σ·p f σ·p = p·f p + (f'/r) σ·L, f' = c² V'/(2c² + ε - V)². (5)

With S = σ/2, the last term is 2(f'/r) L·S. Where |ε - V| is much smaller than 2c², f is close to 1/2 and f' is close to V'/(4c²), so the term becomes V'/(2c²r) L·S, the weak-field spin-orbit coupling. An attractive Coulomb-like potential has V' > 0, so the coefficient of L·S is positive. The coupling is largest near the nucleus. Very close to a heavy nucleus, however, |ε - V| is no longer small compared with 2c² and the weak-field form overestimates the coupling: for a point charge Z the exact coefficient 2f'/r grows as 2c²/(Zr) at small r, not as Z/(2c²r³).

Both terms in (5) commute with L², with J², where J = L + S, and with J_z. The upper component can therefore be taken as a radial function R(r) times an angular spinor of definite l and j. If λ is the eigenvalue of L·S in that state, (2) becomes

-(1/r²) d/dr (r² f dR/dr) + [f l(l+1)/r² + 2λ f'/r + V] R = ε R. (6)

The first terms follow from p·f p = -∇·(f∇), whose radial part is the derivative term and whose angular part is f L²/r². For given l, the two values of j differ in (6) only through λ.

Outside the core, f is nearly 1/2 and f' nearly 0, and (6) approaches the Schrödinger equation. A pseudopotential uses this. For each (l, j) it is a potential which, in a Schrödinger equation, gives a smooth function with the right energy and the right behaviour outside the core. How well it does so at other energies depends on its construction. Here the two potentials V+ for j = l + 1/2 and V- for j = l - 1/2 are taken as given Hermitian operators on radial functions. What follows is an identity for them and adds no further approximation.

**The two eigenvalues of L·S**

Squaring J = L + S gives J² = L² + S² + 2L·S, since L and S commute. Therefore

λ = [j(j+1) - l(l+1) - 3/4]/2. (7)

For j = l + 1/2, j(j+1) = (l + 1/2)(l + 3/2) = l² + 2l + 3/4, and the bracket is l. For j = l - 1/2, j(j+1) = (l - 1/2)(l + 1/2) = l² - 1/4, and the bracket is -l - 1. Thus

λ+ = l/2, λ- = -(l+1)/2. (8)

For l = 0 there is one value, j = 1/2, with λ = 0.

**The decomposition**

On the space of fixed l ≥ 1, L·S has just the two eigenvalues (8). The projector onto one of them is a linear function of L·S that equals 1 at that eigenvalue and 0 at the other. The distance between the eigenvalues is λ+ - λ- = (2l+1)/2, so

P+ = (L·S - λ-)/(λ+ - λ-) = (l + 1 + 2L·S)/(2l+1),
P- = (λ+ - L·S)/(λ+ - λ-) = (l - 2L·S)/(2l+1). (9)

Their sum is 1. The pseudopotential on this space applies V+ to the part of the spinor with j = l + 1/2 and V- to the part with j = l - 1/2:

V+ P+ + V- P- = [(l+1)V+ + l V-]/(2l+1) + [2(V+ - V-)/(2l+1)] L·S. (10)

This defines the average potential and the spin-orbit potential,

V̄ = [(l+1)V+ + l V-]/(2l+1), V_SO = 2(V+ - V-)/(2l+1), (11)

and the pseudopotential for this l is V̄ + V_SO L·S. Evaluating it at the two eigenvalues returns the original pair:

V+ = V̄ + (l/2) V_SO, V- = V̄ - [(l+1)/2] V_SO. (12)

Subtracting these gives V+ - V- = [(2l+1)/2] V_SO, in agreement with (11).

V_SO is the coefficient of L·S. It is not the difference of the two potentials, which is larger by the factor (2l+1)/2. If the coupling is written with σ·L = 2L·S, the coefficient is V_SO/2 instead. For l = 0 there is no V-, its weight in V̄ is zero, and L·S vanishes, so the s channel keeps its single potential.

The step to (10) used only that V± act on the radial variable while L·S acts on angles and spin. The potentials need not be functions of r; they may be integral operators in r. This will matter for separable potentials.

A potential V_loc(r) common to all channels may be taken out first. With V± = V_loc + δV±, the weights in V̄ add to 1, so V̄ = V_loc + δV̄, and V_loc cancels from V_SO.

**What the weights mean**

A level with total angular momentum j has 2j + 1 states, which is 2l + 2 for the upper j and 2l for the lower. The weights l + 1 and l are half these numbers. V̄ is thus the average of the pseudopotential over all 2(2l+1) angular and spin states. Equivalently, L·S has zero trace:

(2l+2)(l/2) - 2l(l+1)/2 = 0. (13)

An unweighted mean (V+ + V-)/2 would differ from V̄. By (12) it equals V̄ - V_SO/4, so part of the spin-orbit potential would stay in the supposedly spin-independent part.

This average of potentials becomes an average of energies only to first order in V_SO. Let H̄ be the radial Hamiltonian with V̄, ē its lowest level and |0⟩ the corresponding normalized state. The radial Hamiltonian for each j is H̄ + λV_SO, and perturbation theory gives

E(λ) = ē + λM - λ²Q + ..., M = ⟨0|V_SO|0⟩,
Q = Σ_n |⟨n|V_SO|0⟩|²/(e_n - ē). (14)

The sum runs over the excited states of H̄ with energies e_n, continuum included, so Q ≥ 0. Using (8), the level splitting is

E+ - E- = [(2l+1)/2] M + [(2l+1)/4] Q + ..., (15)

because -(λ+² - λ-²) = [(l+1)² - l²]/4 = (2l+1)/4. In the weighted centroid, the first-order terms cancel, since (l+1)λ+ + lλ- = 0. The second-order terms contain (l+1)l²/4 + l(l+1)²/4 = l(l+1)(2l+1)/4, so that

[(l+1)E+ + lE-]/(2l+1) = ē - [l(l+1)/4] Q + .... (16)

For the lowest level in the channel, the sign of the shift does not depend on perturbation theory. Using |0⟩ as a trial state gives E± ≤ ē + λ±M. The weighted sum of these two inequalities removes M and leaves a centroid no higher than ē. For this level, a calculation with V̄ alone therefore misses the splitting at first order and places the centroid too high at second order, unless Q is zero.

**A model ion**

Consider one electron in the field of an ion of charge 3 with

V_loc(r) = -3 erf(r/a)/r, a = 0.50 angstrom, (17)

where the formula is in atomic units. In the p channel,

δV±(r) = A± exp(-r²/b²), b = 0.60 angstrom, (18)

with A+ = 30 eV and A- = 24 eV. These are chosen model parameters and do not represent a particular element. There is no interaction with other electrons.

At r = 0.5 angstrom, δV+ = 14.98 eV and δV- = 11.98 eV. With l = 1 the weights are 2/3 and 1/3:

δV̄ = (2 × 14.98 + 11.98)/3 = 13.98 eV,
V_SO = (2/3)(14.98 - 11.98) = 2.00 eV. (19)

The lowest levels are -22.564 eV (-0.8292 hartree) for j = 3/2 and -23.070 eV (-0.8478 hartree) for j = 1/2. The j = 3/2 level is higher because its potential is more repulsive. The splitting is 0.506 eV. These levels come from an expansion in radial functions; a finite-difference solution for each j agrees within 3 × 10⁻⁵ eV. As a test of (10), the Hamiltonian with V̄ + V_SO L·S was also diagonalized in the product space of radial functions, orbital m and spin. It gives the lower level twice and the upper level four times.

The average potential has its lowest level at -22.7272 eV, and M = 0.3319 eV. The first-order splitting is (3/2) × 0.3319 = 0.498 eV, which is 8 meV less than the full splitting. The centroid is

[2 × (-22.5637) - 23.0695]/3 = -22.7323 eV, (20)

which lies 5.17 meV below the level of V̄. For l = 1, (16) makes this shift -Q/2 at second order, so, if the small third-order part of the shift is neglected, Q is roughly 10 meV. The second-order term in (15) is then 3Q/4, a little under 8 meV, and accounts for nearly all of the missing splitting; the rest, a few tenths of a meV, is of third order. When V_SO is reduced to 0.05 and to 0.10 of its strength, the centroid shifts stand in the ratio 4.002, close to the factor 4 of a quadratic effect.

## 2. Spin-angle functions and separable projectors

The symbols carried over are these. For orbital quantum number l, V+ and V- are the radial pseudopotentials for j = l + 1/2 and j = l - 1/2; S = σ/2 is the spin, and P+ and P- project onto the two values of j. On the space of fixed l, L·S has the eigenvalues l/2 and -(l+1)/2, and the pseudopotential is V̄ + V_SO L·S with V̄ and V_SO from (11). This holds also when V± are integral operators in r. Each potential is split as V_j = V_loc + δV_j, where j stands for either sign. The model ion is that of (17) and (18).

A numerical calculation needs the projectors P± in explicit form. It also gains if each δV_j is replaced by a product form, for a reason that the plane-wave matrix elements will show.

**Spin-angle functions**

Let μ be the eigenvalue of J_z. For given l and μ there are at most two product states: Y_{l,μ-1/2} with spin up and Y_{l,μ+1/2} with spin down. The spherical harmonics have the standard phases, for which L± have non-negative matrix elements. In this pair, write

L·S = L_z S_z + (L₊S₋ + L₋S₊)/2. (21)

The diagonal elements are (μ - 1/2)/2 and -(μ + 1/2)/2. The off-diagonal element is half the ladder factor between m = μ - 1/2 and m + 1 = μ + 1/2:

(1/2)√[l(l+1) - (μ - 1/2)(μ + 1/2)] = (1/2)√(N² - μ²), N = l + 1/2, (22)

because l(l+1) + 1/4 = N². Let (α, β) be the eigenvector for the eigenvalue l/2. Twice the first row of the eigenvalue equation reads

(μ - 1/2 - l) α + √(N² - μ²) β = 0. (23)

The first bracket is μ - N, so β/α = (N - μ)/√(N² - μ²) = √[(N - μ)/(N + μ)]. Normalization, with 2N = 2l + 1, gives

α = √[(l + μ + 1/2)/(2l+1)], β = √[(l - μ + 1/2)/(2l+1)]. (24)

The trace of the two-by-two matrix is -1/2, which is the sum of l/2 and -(l+1)/2. The orthogonal vector (-β, α) therefore belongs to the other eigenvalue. Writing spinors as (up, down), the spin-angle functions are

Ω_{l+μ} = (α Y_{l,μ-1/2}, β Y_{l,μ+1/2}),
Ω_{l-μ} = (-β Y_{l,μ-1/2}, α Y_{l,μ+1/2}). (25)

The label + or - again denotes the value of j. At μ = ±(l + 1/2) one of the two product states does not exist. Its coefficient in Ω_{l+μ} is zero, and there is no Ω_{l-μ}. This leaves 2l + 2 functions for the upper j and 2l for the lower, as required. They form orthonormal bases of the two eigenspaces of L·S, so

Σ_μ |Ω_{ljμ}⟩⟨Ω_{ljμ}| = P_j. (26)

An overall sign or phase of any Ω cancels in this sum.

**A separable potential for each j**

Let R_j(r) be a real, normalized reference function, an eigenfunction with energy ε_j of the radial Hamiltonian h + δV_j, where h contains the kinetic energy and V_loc. Radial inner products are ⟨g|g'⟩ = ∫ r² g g' dr. We look for an operator of rank one that is Hermitian and acts on R_j as δV_j does. Its range must be the direction of

χ_j = δV_j R_j, (27)

so it has the form w|χ_j⟩⟨χ_j|. Applied to R_j it gives w χ_j ⟨χ_j|R_j⟩, which equals χ_j if w = 1/D_j with

D_j = ⟨R_j|δV_j|R_j⟩. (28)

This requires D_j ≠ 0. The only nonzero eigenvalue of the operator is ⟨χ_j|χ_j⟩/D_j. If positive and negative parts of δV_j nearly cancel in (28) while χ_j is not small, the operator is very strong, and another V_loc or another reference is needed. A weak δV_j also gives a small D_j, but ⟨χ_j|χ_j⟩ is then of second order in δV_j, and the operator is weak. Joining the radial operator to the angular projector (26) gives

V_sep = Σ_j Σ_μ |χ_j Ω_{ljμ}⟩ (1/D_j) ⟨χ_j Ω_{ljμ}|. (29)

There are (2l+2) + 2l = 4l + 2 projectors for each l, which is six for p states. Each is a two-component spinor of definite j; for μ = ±(l + 1/2) one of its components is zero. Because the radial part depends on j, V_sep contains the spin-orbit coupling without a separate L·S term.

**What the separable form keeps and what it changes**

On the reference function V_sep equals the original potential, so R_j remains an eigenfunction with energy ε_j. On another radial function g the difference is

⟨g|δV_j|g⟩ - ⟨g|δV_j|R_j⟩²/⟨R_j|δV_j|R_j⟩. (30)

If δV_j is positive, ⟨g|δV_j|g'⟩ is itself an inner product, and the Cauchy-Schwarz inequality says that (30) is not negative. It vanishes when g is proportional to R_j. By the variational principle, each bound level of the separable Hamiltonian, counted from below, then lies no higher than the corresponding original level.

In the model ion D = 2.41 eV for j = 3/2 and 2.12 eV for j = 1/2. The separable potential returns the reference levels, -22.564 eV and -23.070 eV. The second level for j = 3/2 moves from -11.080 eV to -11.109 eV, a lowering of 29 meV. For j = 1/2 it moves from -11.251 eV to -11.277 eV, a lowering of 26 meV. Both shifts have the sign required by (30).

Now let R_j be the lowest state of h + δV_j. Its energy ε_j is guaranteed to be a level of the separable Hamiltonian, but not to be the lowest one. A state below it has no counterpart in the original problem and is called a ghost. Let e₀ < e₁ be the two lowest levels of h in the same channel, and E₀ ≤ E₁ those of the separable Hamiltonian. Take D_j > 0. The added operator is then positive, so E₁ ≥ e₁. In the space spanned by the two lowest states of h there is a combination orthogonal to χ_j. The added operator does not act on it, and its energy is at most e₁, so E₀ ≤ e₁. Together,

e₀ ≤ E₀ ≤ e₁ ≤ E₁ for D_j > 0. (31)

If ε_j < e₁, the reference must be E₀ and there is no ghost below it. If ε_j > e₁, then E₀ ≤ e₁ < ε_j, and there is one. In the model ion e₀ = -25.63 eV and e₁ = -12.03 eV. Both reference levels lie between these values, so neither channel has a ghost below its reference.

**Average and spin-orbit parts of the separable potential**

The radial part of V_sep for each j is the operator |χ_j⟩⟨χ_j|/D_j. Since (10) holds for integral operators, these can be inserted in (11):

V̄_sep = [(l+1)|χ₊⟩⟨χ₊|/D₊ + l|χ₋⟩⟨χ₋|/D₋]/(2l+1),
V_SO,sep = [2/(2l+1)] [|χ₊⟩⟨χ₊|/D₊ - |χ₋⟩⟨χ₋|/D₋]. (32)

With these, V_sep = V̄_sep + V_SO,sep L·S on the space of fixed l. If χ₊ and χ₋ are not proportional, both operators in (32) have rank two in the radial space, because each is a combination of two independent projectors with nonzero coefficients. In the model ion both ranks are two, although δV₊ and δV₋ have the same shape: the reference functions differ. The form (29) avoids the issue by keeping one radial function for each j.

It follows that averaging and making separable are different operations when done in different order. V̄_sep is the average of two separable potentials. The separable potential made from δV̄ and its own reference function has rank one and is another operator.

One may ask what is lost if a single reference function R̄, the ground state of the average potential, serves both values of j. The operator for each j becomes δV_j|R̄⟩⟨R̄|δV_j/⟨R̄|δV_j|R̄⟩. Let W_j be δV_j minus this operator. It is Hermitian and W_j R̄ = 0, so with R_j = R̄ + d_j

⟨R_j|W_j|R_j⟩ = ⟨d_j|W_j|d_j⟩. (33)

The Hamiltonian with the common reference is h + δV_j - W_j. At first order in W_j the level moves by minus this quantity. W_j need not be small, but every higher term of the perturbation series contains W_j R_j = W_j d_j at both ends, so the whole shift is at least quadratic in the difference d_j. For positive δV_j the shift is downward, by the same argument as for (30).

The computed errors, relative to the original levels, are -0.15 meV for j = 3/2 and -0.52 meV for j = 1/2. Their ratio can be estimated. By (12) with l = 1, the perturbation that takes R̄ to R_j is V_SO/2 for j = 3/2 and -V_SO for j = 1/2, so d_j is twice as large in the second case to first order. To lowest order in V_SO the two channels have the same W_j and the same Hamiltonian, so a shift quadratic in d_j gives the ratio 4. The computed ratio is about 3.5. The difference comes from corrections of relative order V_SO. One is that δV₋ = 0.8 δV₊ in this model, hence W₋ = 0.8 W₊; another is the second-order change of d_j. These are not separated here.

**The angular projector as a function of two directions**

For plane waves, P_j is needed as a kernel between two unit vectors a and b. Without spin, the addition theorem gives

Σ_m Y_lm(a) Y_lm(b)* = [(2l+1)/4π] P_l(x), x = a·b, (34)

where P_l(x), with an argument, is the Legendre polynomial. This is the kernel of the projector onto fixed l. The kernel of P_j follows by letting (9) act on the variable a. For L = -i r×∇ with a = r/r, the gradient of x is (b - xa)/r, and its cross product with r from the left is a×b, since a×a = 0. Thus

L P_l(x) = -i (a×b) P_l'(x), (35)

and 2L·S = σ·L multiplies P_l(x) into -iσ·(a×b)P_l'(x). The factor 2l + 1 in (34) cancels the denominator in (9):

Σ_μ Ω_{ljμ}(a) Ω_{ljμ}(b)† = B_j(a,b)/4π,
B₊ = (l+1)P_l(x) - iσ·(a×b)P_l'(x),
B₋ = l P_l(x) + iσ·(a×b)P_l'(x). (36)

The sum B₊ + B₋ is (2l+1)P_l(x), which returns (34). For l = 0, B₊ = 1 and B₋ = 0. The relation (36) was tested for l = 0 to 3 by summing the functions (25) explicitly.

**Plane-wave matrix elements**

Let the plane waves be exp(ik·r)/√𝒱 times a spin state, with 𝒱 the normalization volume. The expansion

exp(-ik·r) = 4π Σ_lm (-i)^l j_l(kr) Y_lm(k̂) Y_lm(r̂)* (37)

contains the spherical Bessel function j_l and the unit vectors k̂ and r̂. The integral over r̂ selects the harmonics contained in Ω and replaces their argument by k̂. The overlap with a projector is therefore the spinor

⟨k|χ_j Ω_{ljμ}⟩ = (4π/√𝒱)(-i)^l F_j(k) Ω_{ljμ}(k̂),
F_j(k) = ∫ r² j_l(kr) χ_j(r) dr. (38)

In the matrix element of (29), the phases multiply to (-i)^l i^l = 1, and the factor (4π)² combines with the 1/4π of (36):

𝒱⟨k|V_sep|k'⟩ = 4π Σ_j [F_j(k)F_j(k')/D_j] B_j(k̂,k̂'). (39)

This is a two-by-two matrix in spin. For k ≠ k' it need not be Hermitian by itself. The operator is Hermitian because the conjugate transpose of the block for (k, k') equals the block for (k', k): Hermitian conjugation reverses the sign of i, and exchanging k and k' reverses the cross product. The radial information enters through F_j, a function of one wave number. The original δV_j would require ∫ r² j_l(kr) δV_j(r) j_l(k'r) dr for every pair of wave numbers. This is the gain from the separable form.

The spin-orbit part of (39) vanishes when k and k' are parallel. For small wave numbers j_l(kr) varies as k^l, and so does F_j. For l = 1 the spin-orbit part is then proportional to -iσ·(k×k').

Take both wave vectors of length 2.0 per angstrom in the model ion. The factors 4πF_j²/D_j are 4.287 eV angstrom³ for j = 3/2 and 3.400 eV angstrom³ for j = 1/2. When k = k', x = 1 and P_1 = 1, so the element for spin up is

2 × 4.287 + 3.400 = 11.97 eV angstrom³. (40)

When k lies along x and k' along y, P_1 = 0, P_1' = 1 and k̂×k̂' points along z. The scalar p part vanishes, and

𝒱⟨k|V_sep|k'⟩ = -i(4.287 - 3.400)σ_z = -0.887 i σ_z eV angstrom³. (41)

The two spin directions have opposite imaginary elements, and the spin is not flipped. V_loc contributes a separate term, independent of spin, which is not included in (41). Direct three-dimensional integration of the projectors against plane waves was used to test (39), both for this pair and for a pair in general directions. The directly integrated elements for the cases (40) and (41) are listed in the numerical output.

Values computed for the example and the checks

```
ion charge: 3 e; local length a: 0.50 angstrom
heights A+, A-: 30.0, 24.0 eV; width b: 0.60 angstrom
dV+ at r = 0.5 angstrom: 14.9806 eV
dV- at r = 0.5 angstrom: 11.9844 eV
averaged dV there: 13.9819 eV
V_SO there: 1.9974 eV
lowest two p levels, local potential only: -25.6285, -12.0296 eV
level j=3/2, semilocal: -22.5637 eV = -0.829203 hartree
level j=1/2, semilocal: -23.0695 eV = -0.847789 hartree
largest finite-difference deviation: 2.5e-05 eV
splitting: 0.5058 eV
mean V_SO in averaged state: 0.3319 eV
first-order splitting: 0.4978 eV
level of averaged potential: -22.7272 eV
weighted centroid of the two levels: -22.7323 eV
centroid minus averaged level: -5.170 meV
shift ratio when V_SO scale goes 0.05 to 0.10: 4.002
D, j=3/2: 2.4137 eV
separable lowest level, j=3/2: -22.5637 eV
second level, j=3/2, semilocal: -11.0798 eV
second level, j=3/2, separable: -11.1089 eV
common-reference error, j=3/2: -0.150 meV
D, j=1/2: 2.1181 eV
separable lowest level, j=1/2: -23.0695 eV
second level, j=1/2, semilocal: -11.2511 eV
second level, j=1/2, separable: -11.2770 eV
common-reference error, j=1/2: -0.522 meV
radial rank of separable scalar and spin-orbit parts: 2, 2
wave-vector length: 2.0 1/angstrom
4 pi F^2/D, j=3/2: 4.2868 eV angstrom^3
4 pi F^2/D, j=1/2: 3.3995 eV angstrom^3
volume x element, k along x, k' along y, up-up, imaginary part: -0.8873 eV angstrom^3
same, down-down, imaginary part: 0.8873 eV angstrom^3
volume x element, k = k' along x, up-up: 11.9731 eV angstrom^3
```
